# Parameter-Free Hartree Equation and Density Scaling of a Single Inversion Subband, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a fixed field to one universal equation

Two self-consistent calculations of an electron layer against a wall use the same mass and permittivity but different sheet densities, $2\times10^{11}$ and $5\times10^{11}\ \mathrm{cm^{-2}}$. The lowest level lies at 14.516 meV in the first and 26.738 meV in the second, and the mean distances from the wall are 5.4380 and 4.0068 nm (values on a 0.03 nm grid, whose error reaches about one unit in the last digit). The energy ratio is 1.842 and the inverse ratio of the distances is 1.357. The density ratio is 2.5, and $2.5^{2/3}=1.842$, $2.5^{1/3}=1.357$. The potential was recalculated from the electron density in each case, so its shape was free to change. Why do such simple powers survive?

### A fixed field

Take first an electron whose potential energy does not depend on the other electrons. It moves in $z>0$ with mass $m$ normal to an impenetrable wall at $z=0$, and a uniform field of strength $F$ pushes it towards the wall:

$$-\frac{\hbar^2}{2m}\psi''+eFz\,\psi=E\psi,\qquad \psi(0)=0 .$$

Here $e>0$ is the elementary charge, and energies are measured from the band edge at the wall. Put $z=\ell x$. The kinetic term acquires the factor $\hbar^2/(2m\ell^2)$ and the potential term the factor $eF\ell$. Making them equal fixes

$$\ell^3=\frac{\hbar^2}{2meF},\qquad E=a\,\frac{\hbar^2}{2m\ell^2},\qquad -f''+xf=af .$$

The last equation contains no material constant, so $a$ is a number. Lengths vary as $F^{-1/3}$ and energies as $F^{2/3}$.

**Limit.** If $\hbar\to0$ at fixed $m$ and $F$, then $\ell\to0$ and $E\propto eF\ell\to0$. The particle comes to rest at the wall, which is the classical minimum.

If $F$ were a fixed fraction of $eN/\varepsilon$, with $N$ the number of electrons per area and $\varepsilon$ the permittivity, the observed powers would follow. But the electrons make the field themselves, and it varies through the layer. It remains to be shown that the field profile keeps its shape when $N$ changes.

### A field made by the electrons

Let all electrons occupy the lowest subband, with real normalized envelope $\psi(z)$. The mass and permittivity are constant in the semiconductor. Each electron feels the mean electrostatic potential; exchange, correlation and the electron's own image charge are left out. There is no depletion charge, so the field vanishes deep in the semiconductor.

The charge density is $-eN\psi^2$. Poisson's equation for the electrostatic potential $\phi$ is therefore $\phi''=+eN\psi^2/\varepsilon$. The potential energy is $V=-e\phi$, which reverses the sign:

$$V''=-\frac{e^2N}{\varepsilon}\psi^2,\qquad V(0)=0,\qquad V'(\infty)=0. \tag{1}$$

Integrating from $z$ to infinity gives $-V'(z)$ on the left, hence

$$V'(z)=\frac{e^2N}{\varepsilon}\int_z^\infty\psi^2(z')\,dz' . \tag{2}$$

The force at $z$ comes from the electrons beyond $z$. Now integrate from 0 to $z$, calling the integration variable $y$. A given $z'$ contributes for $0<y<z$ with $y<z'$, an interval of length $\min(z,z')$. Thus

$$V(z)=\frac{e^2N}{\varepsilon}\int_0^\infty\min(z,z')\psi^2(z')\,dz',\qquad V(\infty)=\frac{e^2N\bar z}{\varepsilon}, \tag{3}$$

where $\bar z$ is the mean distance from the wall. The well has a finite plateau, unlike the linear potential.

**Limit.** If the density is squeezed into a sheet at $z_0$, then $V=(e^2N/\varepsilon)\min(z,z_0)$. The field is $eN/\varepsilon$ between wall and sheet and zero beyond it, as for a charged capacitor plate.

### Removing the constants

The Schrödinger equation is

$$-\frac{\hbar^2}{2m}\psi''+V\psi=E_0\psi,\qquad \psi(0)=0. \tag{4}$$

Introduce a length $L$, still to be chosen, and write

$$z=Lx,\quad \psi=L^{-1/2}u(x),\quad E_L=\frac{\hbar^2}{2mL^2},\quad V=E_Lv,\quad E_0=\lambda E_L .$$

The factor $L^{-1/2}$ keeps the norm: $\int\psi^2dz=\int u^2dx=1$. Each $z$ derivative brings $1/L$. Dividing (4) by $E_LL^{-1/2}$ leaves $-u''+vu=\lambda u$, with primes now denoting $d/dx$. Equation (1) becomes

$$\frac{E_L}{L^2}v''=-\frac{e^2N}{\varepsilon L}u^2
\quad\Longrightarrow\quad v''=-\frac{e^2NL}{\varepsilon E_L}u^2 .$$

Choose $L$ so that the coefficient is one, $E_L=e^2NL/\varepsilon$. Substituting $E_L=\hbar^2/(2mL^2)$ yields

$$L=\left(\frac{\hbar^2\varepsilon}{2me^2N}\right)^{1/3},\qquad
E_L=\left(\frac{\hbar^2}{2m}\right)^{1/3}\left(\frac{e^2N}{\varepsilon}\right)^{2/3}. \tag{5}$$

The remaining problem is

$$-u''+vu=\lambda u,\quad v''=-u^2,\quad u(0)=v(0)=v'(\infty)=0,\quad \int_0^\infty u^2dx=1. \tag{6}$$

No physical parameter is left. The eigenvalue can also be removed. Define $w=\lambda-v$. Then

$$u''+wu=0,\qquad w''=u^2,\qquad w'(x)=-\int_x^\infty u^2dx'. \tag{7}$$

In particular $w'(0)=-1$. For the nodeless state $u>0$ at $x>0$, so $w=-u''/u$, and (7) gives

$$\left(\frac{u''}{u}\right)''=-u^2 . \tag{8}$$

The conditions are $u(0)=0$, decay at infinity, $(u''/u)'\to1$ at the wall and $(u''/u)'\to0$ at infinity. Integrating (8) between the two ends gives $0-1=-\int u^2$, so the normalization is already contained in them. The eigenvalue is recovered as $\lambda=w(0)=-\lim_{x\to0}u''/u$.

**Limit.** Near the wall $v\simeq x$, a linear well with the full surface field. Far away $v\to\bar x=\int xu^2dx$. For any normalized profile the mean force is

$$\int v'u^2dx=-\int v'v''dx=\tfrac12v'(0)^2=\tfrac12 .$$

The electrons therefore feel on average half the surface field. This supplies the fixed fraction wanted above, although the field is not uniform.

Equation (6) proves the scaling law if it has one nodeless solution. If it had several, the state could jump from one to another as $N$ changed. Uniqueness must therefore be shown.

### The state must be bound below the plateau

Let $u$ be a normalized solution that is positive for $x>0$. By (7), $w$ decreases. Suppose its limit were zero or positive. Then $w>0$ at every finite $x$, and $u''=-wu<0$. A concave function that once has negative slope lies below a falling straight line and becomes negative. Since $u$ stays positive, it could never decrease, and so could not be normalized. Hence the limit of $w$ is negative.

Could the limit be $-\infty$? Then $u''>4u$ beyond some point. A positive, convex, square-integrable $u$ decreases, with $u,u'\to0$. Multiplying the inequality by $2u'<0$ gives $(u'^2)'<4(u^2)'$. Integration from $x$ to infinity gives $u'^2>4u^2$, so $u'<-2u$ and $u$ falls at least as fast as $e^{-2x}$. This makes $\bar x$ finite, and then $w(\infty)=\lambda-\bar x$ is finite, a contradiction. Therefore

$$w(\infty)=-\kappa^2,\qquad \kappa^2=\bar x-\lambda>0 . \tag{9}$$

### Existence and uniqueness

Set $t=\kappa x$, $u=\kappa^2U(t)$ and $w=\kappa^2W(t)$. Both sides of each equation acquire $\kappa^4$, so

$$U''+WU=0,\qquad W''=U^2,\qquad W(\infty)=-1. \tag{10}$$

Write $W=-1+q$. Two integrations from infinity give $q(t)=\int_t^\infty(s-t)U^2(s)ds\ge0$.

**The tail has one constant.** Since $W\to-1$, the argument above shows that $U$ decays at least as $e^{-ct}$ for any $c<1$. Hence $q$ decays at least as $e^{-2ct}$. Put $U=e^{-t}a(t)$. Then $U''=e^{-t}(a''-2a'+a)$ and $U''=(1-q)U$ give

$$a''-2a'=-qa,\qquad (e^{-2t}a')'=-e^{-2t}qa .$$

Because $e^{-2t}a'=e^{-t}(U+U')\to0$, integration from $t$ to infinity gives

$$a'(t)=\int_t^\infty e^{-2(s-t)}q(s)a(s)\,ds\ge0 .$$

Here $qa$ is at most of order $e^{-(3c-1)t}$, which is integrable for $c$ near one. So $a$ rises to a finite limit $A>0$. Integrating once more and exchanging the order of integration,

$$a(t)=A-\tfrac12\int_t^\infty\left[1-e^{-2(s-t)}\right]q(s)a(s)\,ds. \tag{11}$$

Does $A$ determine the tail? On $t\ge t_1$ consider functions with $0\le a\le A$. Then $q\le A^2e^{-2t}/4$, so the subtraction in (11) is at most $A^3e^{-2t_1}/16$. If two such functions differ by at most $\delta$, their $q$ differ by at most $A\delta e^{-2t}/2$. The products $qa$ differ by at most $(\tfrac14+\tfrac12)A^2\delta e^{-2t}$, and the right sides of (11) by at most $3A^2e^{-2t_1}\delta/16$. For large $t_1$ the map stays within the set and shrinks differences. It has one fixed point, hence one tail for each $A$.

Equations (10) do not contain $t$ explicitly. A shift $t\to t-\ln A$ turns $e^{-t}$ into $Ae^{-t}$. All tails are thus translations of a single curve.

**The curve reaches a wall.** Follow $U$ inward, towards smaller $t$. While $U>0$, the downward slope $-W'=\int_t^\infty U^2ds$ increases inward, so $W$ grows at least linearly. As long as $-1\le W<0$ we have $0<U''\le U$, which allows at most exponential growth over a finite interval. Once $W>0$, $U$ is concave and grows at most linearly. No divergence can precede a zero.

A zero must occur. Let $W\ge1$ for $t\le t_2$, and suppose $U>0$ down to $t_2-\pi$. With $S=\sin(t_2-t)$, so that $S''=-S$,

$$(US'-U'S)'=US''-U''S=(W-1)US\ge0 .$$

The integral of the left side from $t_2-\pi$ to $t_2$ is $-U(t_2)-U(t_2-\pi)<0$, because $S$ vanishes at both ends and $S'$ is $+1$ at the lower and $-1$ at the upper end. This is a contradiction.

Place the wall at the first zero $t_0$. With $M=\int_{t_0}^\infty U^2dt$, the norm is $\int u^2dx=\kappa^4M/\kappa=\kappa^3M$. Hence

$$\kappa=M^{-1/3},\qquad \lambda=\kappa^2W(t_0). \tag{12}$$

Every step is forced. There is one positive solution, and $\lambda$ is one pure number.

**Limit.** Far out, $a\simeq A$ and $W\simeq-1+A^2e^{-2t}/4$. Integration inward from this form at $t=12$ gives

$$\kappa=0.50895,\qquad \lambda=1.99532,\qquad \bar x=2.25435 .$$

The value of $\bar x$ comes from a separate integral of $xu^2$; it agrees with $\lambda+\kappa^2=1.99532+0.25903$. Starting with $A=3$ instead of $A=1$ changes $\lambda$ by less than $10^{-8}$, as translation requires.

## Second half: what the solution says, and where it stops

The first half treated $N$ electrons per area in one subband, with normal mass $m$, permittivity $\varepsilon$, an impenetrable wall and no depletion charge. The results needed here are

$$L^3=\frac{\hbar^2\varepsilon}{2me^2N},\quad E_L=\frac{\hbar^2}{2mL^2}=\frac{e^2NL}{\varepsilon},\quad E_0=\lambda E_L,\quad \bar z=\bar xL .$$

The scaled wave function $u(x)$, with $x=z/L$, obeys $u''+wu=0$ and $w''=u^2$, where $w=\lambda-v$ and $v=V/E_L$. At the wall $u=v=0$ and $w'=-1$; at infinity $w=-\kappa^2$. The solution is unique, with $\lambda=1.9953$, $\bar x=2.2543$ and $\kappa^2=0.2590$. At fixed $m$ and $\varepsilon$ this proves

$$\bar z\propto N^{-1/3},\qquad E_0\propto N^{2/3}. \tag{13}$$

Direct solutions of (1) and (4) on one fixed grid in nanometres test the law for $N=2,5,10$ and $20\times10^{11}\ \mathrm{cm^{-2}}$. The fitted exponents are $0.66666$ for energy and $-0.33334$ for length. These runs put every electron into the lowest subband by assumption; whether it can hold them is examined below.

### Force on the wall

Consider $Q=u'^2+wu^2-\tfrac12w'^2$. Its derivative is

$$Q'=2u'u''+w'u^2+2wuu'-w'w'' .$$

Inserting $u''=-wu$ cancels the first and third terms; inserting $w''=u^2$ cancels the other two. So $Q$ is constant. It vanishes at infinity, where $u$, $u'$ and $w'$ vanish and $w$ is finite. At the wall $u=0$, and therefore

$$u'(0)^2=\tfrac12w'(0)^2=\tfrac12,\qquad \psi'(0)^2=\frac{1}{2L^3}. \tag{14}$$

The pressure of the electrons on the wall is $N\hbar^2\psi'(0)^2/(2m)$. Using (14) and $L^3$, it equals $e^2N^2/(2\varepsilon)$. With surface field $F_s=eN/\varepsilon$ this is $\varepsilon F_s^2/2$, the electrostatic pressure that pulls the layer towards the gate.

### How the energy is divided

Let $T=\int u'^2dx$ and

$$D=\int vu^2dx=\iint\min(x,x')u^2(x)u^2(x')\,dx\,dx' .$$

The energy per electron, in units of $E_L$ and without motion parallel to the wall, is $\mathcal E=T+D/2$. The half prevents each pair from being counted twice. Varying $u$ at fixed norm restores $-u''+vu=\lambda u$, because the two equal factors in $D$ cancel the half.

A norm-preserving stretch $u_s=s^{1/2}u(sx)$ changes $T$ to $s^2T$ and $D$ to $D/s$. Since $u$ is stationary, the derivative at $s=1$ vanishes:

$$2T-\tfrac12D=0\quad\Longrightarrow\quad D=4T,\quad \lambda=T+D=5T,\quad \mathcal E=3T=\tfrac35\lambda. \tag{15}$$

The integrals give $T=0.39906$ and $D=1.59625$, in agreement.

For one filled subband at a hard wall without depletion charge, the self-consistent problem reduces to a single universal equation with one nodeless solution, which proves the powers in (13) and fixes the wall force and the division of energy. What remains is a simple upper bound on $\lambda$, the effect of depletion charge, and a silicon example that tests whether one subband can hold the electrons and how large the neglected effects are.
